# Parabolic-barrier tunnelling factor: crossover temperature and sensitivity to frequency: a numerical check

```python
# Parabolic barrier V = V0 - m w^2 x^2/2, Rydberg units (hbar=1, Ry, bohr, m_e=1/2).
# eps=(E-V0)/w, u=w/(kT), theta=u/2, alpha=2 pi V0/w, nu=V0/w, xi=E/V0.
# Under test: P=1/(1+exp(-2 pi eps)); kappa=u*Int P exp(-u eps) d eps = theta/sin(theta)
# for T>Tc=w/(2 pi k); S=dln(kappa)/dln(w)=1-theta*cot(theta); cutoff series; and for the
# Eckart barrier V0 sech^2(x/a): W=2 alpha(1-sqrt(xi)), period 2 pi/(w sqrt(xi)),
# peak energy V0 (T/Tc)^2 and S ~ 2 alpha (1-T/Tc) below Tc for large alpha.
import numpy as np, sympy as sp
from scipy import constants as C
from scipy.integrate import quad, solve_ivp
pi = np.pi
ry_cm = C.Rydberg/100; ry_J = C.Rydberg*C.h*C.c; kB = C.k/ry_J; ry_meV = 1e3*ry_J/C.e
wn = 1500.0; w0 = wn/ry_cm; mass = C.atomic_mass/(2*C.m_e); V0 = 0.04
Tc = w0/(2*pi*kB); alpha0 = 2*pi*V0/w0; nu0 = V0/w0; a0 = np.sqrt(2*V0/mass)/w0
kap = lambda u: (u/2)/np.sin(u/2)
sens = lambda u: 1-(u/2)/np.tan(u/2)
close = lambda x, y, tol: abs(x/y-1) < tol

# operator algebra of the rotated variables
Q = sp.symbols('Q', real=True); f = sp.Function('f')(Q)
p = lambda g: -sp.I*sp.diff(g, Q)
vop = lambda g: (p(g)+Q*g)/sp.sqrt(2)
wop = lambda g: (p(g)-Q*g)/sp.sqrt(2)
assert sp.simplify(sp.expand(vop(wop(f))-wop(vop(f))-sp.I*f)) == 0
assert sp.simplify(sp.expand(vop(wop(f))+wop(vop(f))-p(p(f))+Q**2*f)) == 0
s, e = sp.symbols('s e', positive=True); g = s**(-sp.Rational(1, 2)+sp.I*e)
assert sp.simplify(-sp.I*(s*sp.diff(g, s)+g/2)/g-e) == 0
ser = sp.series((s/2)/sp.sin(s/2), s, 0, 6).removeO()
assert sp.expand(ser-(1+s**2/24+7*s**4/5760)) == 0

# Fourier transform of the left-incoming state at v=+1 and v=-1 by quadrature
def flux(eps, sign):
    h = lambda t: np.exp(-t/2+1j*eps*t+1j*sign*np.exp(-t))
    head = quad(lambda t: h(t).real, 0, 80, limit=400)[0]+1j*quad(lambda t: h(t).imag, 0, 80, limit=400)[0]
    re = lambda x: np.cos(eps*np.log(x))/np.sqrt(x)
    im = lambda x: -np.sin(eps*np.log(x))/np.sqrt(x)
    I = lambda fn, wt: quad(fn, 1, np.inf, weight=wt, wvar=1.0)[0]
    tail = I(re, 'cos')-sign*I(im, 'sin')+1j*(I(im, 'cos')+sign*I(re, 'sin'))
    return abs(head+tail)**2/(2*pi)
for eps in (-0.4, 0.3):
    t, r = flux(eps, 1), flux(eps, -1)
    assert close(t/r, np.exp(2*pi*eps), 1e-5) and abs(t+r-1) < 1e-5

def panels(lo, hi, n, order=8):
    x, wt = np.polynomial.legendre.leggauss(order); ed = np.linspace(lo, hi, n+1)
    h = (ed[1]-ed[0])/2
    return ((ed[:-1, None]+h)+h*x).ravel(), np.tile(h*wt, n)
def integrate_back(q2, L, psi, dpsi):
    n = len(psi)
    rhs = lambda x, y: np.concatenate([y[n:], -q2(x)*y[:n]])
    y = solve_ivp(rhs, (L, -L), np.concatenate([psi, dpsi]).astype(complex), method='DOP853',
                  rtol=1e-10, atol=1e-12, t_eval=[-L]).y[:, -1]
    return y[:n], y[n:]

# Schroedinger equation of the parabola; WKB matching at |Q|=L has error ~1/L^4 ~ 3e-6
eg, ew = panels(-24, 4, 28); L = 25.0; q = np.sqrt(L*L+2*eg)
psi, dpsi = integrate_back(lambda x: x*x+2*eg, L, q**-0.5, (1j*q-L/(2*q*q))*q**-0.5)
P_ode = 1/(q*abs((psi+(dpsi-L/(2*q*q)*psi)/(1j*q))/2)**2)
assert np.max(abs(P_ode*(1+np.exp(-2*pi*eg))-1)) < 5e-5
slope = np.log(P_ode[100]/P_ode[10])/(eg[100]-eg[10]); Tc_ode = w0/(kB*slope)
assert close(Tc_ode, Tc, 1e-5) and round(Tc) == 343
kap_ode = lambda u: u*np.sum(ew*P_ode*np.exp(-u*eg))+np.exp(-4*u)

# thermal average by adaptive quadrature
def thermal(logP, u, lo):
    ed = [lo]+[x for x in sorted(list(range(-60, 10, 5))+[-1, 1]) if x > lo]+[5+40/u]
    fn = lambda x: np.exp(logP(x)-u*x)
    return u*sum(quad(fn, x0, x1, epsabs=0, epsrel=1e-11, limit=200)[0] for x0, x1 in zip(ed[:-1], ed[1:]))
logP_par = lambda x: -np.logaddexp(0, -2*pi*x)
kq = lambda w, T: thermal(logP_par, w/(kB*T), -40/(2*pi-w/(kB*T)))
kcut = lambda w, T, depth: thermal(logP_par, w/(kB*T), -depth/w)
def dlog(fn, h=1e-4): return np.log(fn(np.exp(h))/fn(np.exp(-h)))/(2*h)
n = np.arange(1, 200001.0)
for T in (1.05*Tc, 400, 500, 700, 1000):
    u = w0/(kB*T); S = sens(u)
    assert close(kq(w0, T), kap(u), 1e-8)
    assert close(dlog(lambda c: kq(w0*c, T)), S, 1e-5)
    assert close(dlog(lambda c: kq(w0, T*c)), -S, 1e-5)
    assert close(dlog(lambda c: kq(np.sqrt(mass*w0**2*c/mass), T)), S/2, 1e-5)
    assert close(np.sum(2*Tc**2/(n**2*T**2-Tc**2)), S, 1e-5)   # truncation ~ 1/200000
    if T >= 400:
        assert close(kap_ode(u), kap(u), 5e-5)
        assert kq(1.1*w0, T)/kq(w0, T) > 1.1**S and kq(w0/1.1, T)/kq(w0, T) > 1.1**-S
assert close(dlog(lambda c: kq(w0*c, 20*Tc)), (2*pi/20)**2/12, 5e-3)
assert abs(sens(2*pi/1.01)-1.01/0.01) < 0.05
def cut_series(u, nu):
    return kap(u)-u*sum((-1)**(j-1)*np.exp(-(2*pi*j-u)*nu)/(2*pi*j-u) for j in range(1, 30))
for T in (200, 300, 400, 700):
    assert close(kcut(w0, T, V0), cut_series(w0/(kB*T), nu0), 1e-8)
u3 = w0/(kB*300)
assert close(np.log(kcut(w0, 300, 20*w0)/kcut(w0, 300, 10*w0)), (u3-2*pi)*10, 1e-3)
assert close(kcut(w0, 400, 40*w0), kcut(w0, 400, 80*w0), 1e-9)

# Eckart barrier: Schroedinger solution at fixed V0 for several frequencies
Emax = V0+7*w0; Eg, Ew = panels(0, Emax, 20)
def logP_eck(eps, al):
    A = al*np.sqrt(np.maximum(1+2*pi*eps/al, 1e-300)); B = np.sqrt(al*al-pi*pi/4)
    return -np.logaddexp(0, 2*(B-A)+2*np.log1p(np.exp(-2*B))-2*np.log(-np.expm1(-2*A)))
PE = {}
for c in (0.9, 0.998, 1.0, 1.002, 1.1):
    a = np.sqrt(2*V0/mass)/(c*w0); k = np.sqrt(2*mass*Eg)
    psi, dpsi = integrate_back(lambda x: 2*mass*(Eg-V0/np.cosh(x/a)**2), 16*a, np.ones_like(k), 1j*k)
    PE[c] = 1/abs((psi+dpsi/(1j*k))/2)**2
    assert np.max(abs(np.log(PE[c])-logP_eck((Eg-V0)/(c*w0), alpha0/c))) < 1e-6
kE = lambda c, T: np.sum(Ew*PE[c]*np.exp(-(Eg-V0)/(kB*T)))/(kB*T)+np.exp(-(Emax-V0)/(kB*T))
SE = lambda T: np.log(kE(1.002, T)/kE(0.998, T))/np.log(1.002/0.998)
keq = lambda al, u: thermal(lambda x: logP_eck(x, al), u, max(-al/(2*pi), -60.0))
for T in (200, 300, Tc, 700):
    assert close(kE(1.0, T), keq(alpha0, w0/(kB*T)), 1e-6)
def orbit(E):
    xt = a0*np.arccosh(np.sqrt(V0/E)); d = lambda t: abs(V0/np.cosh(xt*np.sin(t)/a0)**2-E)
    W = 4*quad(lambda t: np.sqrt(2*mass*d(t))*xt*np.cos(t), 0, pi/2)[0]
    return W, 4*quad(lambda t: xt*np.cos(t)/np.sqrt(2*d(t)/mass), 0, pi/2)[0]
for xi in (0.2, 0.6, 0.98):
    W, tau = orbit(xi*V0); dE = 1e-3*xi*V0
    assert close(W, 2*alpha0*(1-np.sqrt(xi)), 1e-6) and close(tau, 2*pi/(w0*np.sqrt(xi)), 1e-6)
    assert close(-(orbit(xi*V0+dE)[0]-orbit(xi*V0-dE)[0])/(2*dE), tau, 1e-4) and tau > 2*pi/w0
big = 200.0; xg = np.linspace(0.01, 1.2, 11901); eb = (xg-1)*big/(2*pi)
xi_peak = xg[np.argmax(logP_eck(eb, big)-4*pi*eb)]; S_big = dlog(lambda c: keq(big/c, 4*pi*c))
assert abs(xi_peak-0.25) < 2e-3 and close(S_big, big, 0.01)   # prefactor shifts S by O(1)
u45 = w0/(kB*450); dev = [keq(al, u45)/kap(u45)-1 for al in (2000.0, 8000.0)]
assert 3.5 < dev[0]/dev[1] < 4.5 and abs(dev[1]) < 2e-3

print(f"1 Ry = {ry_cm:.2f} cm^-1 = {ry_meV:.1f} meV; k = {kB:.6e} Ry/K")
print(f"omega = {wn:.0f} cm^-1 = {w0:.6f} Ry; omega/k = {w0/kB:.2f} K")
print(f"mass 1 u = {mass:.3f} (unit 2 m_e); curvature m w^2 = {mass*w0**2:.5f} Ry/bohr^2")
print(f"V0 = {V0} Ry; nu = {nu0:.4f}; alpha = {alpha0:.3f}; Eckart a = {a0:.4f} bohr")
print(f"Tc = {Tc:.2f} K; kTc = {kB*Tc:.6f} Ry; Tc per cm^-1 = {Tc/wn:.5f} K")
print(f"Schroedinger dlnP/deps = {slope:.5f} -> Tc = {Tc_ode:.2f} K")
print(f"Tc for omega -10% = {0.9*Tc:.2f} K; +10% = {1.1*Tc:.2f} K")
print(f"omega increase that moves Tc to 400 K = {100*(400/Tc-1):.2f} %")
print("Parabolic barrier (kappa, S, ratios dimensionless)")
for T in (400, 500, 700, 1000):
    u = w0/(kB*T); S = sens(u); dV = kB*T*S*0.1
    print(f"T={T} K: kT={kB*T:.6f} Ry u={u:.4f} theta={u/2:.4f} sin={np.sin(u/2):.4f} cot={1/np.tan(u/2):.4f}")
    print(f"  kappa={kap(u):.4f} Schroedinger={kap_ode(u):.4f} Wigner={1+u*u/24:.4f}")
    print(f"  S={S:.4f} u^2/12={u*u/12:.4f} T/(T-Tc)={T/(T-Tc):.4f} kTS={kB*T*S:.6f} Ry")
    print(f"  kappa(+10%)={kap(1.1*u):.4f} ratio={kap(1.1*u)/kap(u):.4f} 1.1^S={1.1**S:.4f}")
    print(f"  kappa(-10%)={kap(0.9*u):.4f} ratio={kap(0.9*u)/kap(u):.4f} 0.9^S={0.9**S:.4f}")
    print(f"  10% omega ~ barrier {dV:.6f} Ry = {dV*ry_meV:.2f} meV; ln(1.1)/S = {100*np.log(1.1)/S:.2f} %")
print("Finite barrier V0: cutoff parabola and Eckart (Schroedinger solution)")
for T in (200, 300, Tc, 400, 500, 700, 1000):
    print(f"T={T:.1f} K: cutoff kappa={kcut(w0, T, V0):.5g} S={dlog(lambda c: kcut(w0*c, T, V0)):.3f}"
          f" alpha(1-Tc/T)={alpha0*(1-Tc/T):.2f}")
    print(f"  Eckart kappa={kE(1.0, T):.5g} S={SE(T):.3f} ratio +10%={kE(1.1, T)/kE(1.0, T):.3f}"
          f" -10%={kE(0.9, T)/kE(1.0, T):.3f}")
for T in (200, 300):
    print(f"T={T} K: u={w0/(kB*T):.4f} E*={V0*(T/Tc)**2:.5f} Ry 2alpha(1-T/Tc)={2*alpha0*(1-T/Tc):.3f}")
print(f"alpha={big:.0f}, T=Tc/2: peak xi={xi_peak:.4f} S={S_big:.2f} estimate={2*big*0.5:.1f}")
print(f"Eckart/parabola-1 at 450 K: alpha=2000 {dev[0]:.3e}, alpha=8000 {dev[1]:.3e}")
print("all good")
```

It prints:

```
1 Ry = 109737.32 cm^-1 = 13605.7 meV; k = 6.333623e-06 Ry/K
omega = 1500 cm^-1 = 0.013669 Ry; omega/k = 2158.17 K
mass 1 u = 911.444 (unit 2 m_e); curvature m w^2 = 0.17030 Ry/bohr^2
V0 = 0.04 Ry; nu = 2.9263; alpha = 18.387; Eckart a = 0.6854 bohr
Tc = 343.48 K; kTc = 0.002175 Ry; Tc per cm^-1 = 0.22899 K
Schroedinger dlnP/deps = 6.28319 -> Tc = 343.48 K
Tc for omega -10% = 309.13 K; +10% = 377.83 K
omega increase that moves Tc to 400 K = 16.45 %
Parabolic barrier (kappa, S, ratios dimensionless)
T=400 K: kT=0.002533 Ry u=5.3954 theta=2.6977 sin=0.4295 cot=-2.1029
  kappa=6.2817 Schroedinger=6.2817 Wigner=2.2129
  S=6.6730 u^2/12=2.4259 T/(T-Tc)=7.0775 kTS=0.016906 Ry
  kappa(+10%)=17.1296 ratio=2.7269 1.1^S=1.8889
  kappa(-10%)=3.7090 ratio=0.5904 0.9^S=0.4951
  10% omega ~ barrier 0.001691 Ry = 23.00 meV; ln(1.1)/S = 1.43 %
T=500 K: kT=0.003167 Ry u=4.3163 theta=2.1582 sin=0.8324 cot=-0.6658
  kappa=2.5927 Schroedinger=2.5927 Wigner=1.7763
  S=2.4368 u^2/12=1.5526 T/(T-Tc)=3.1945 kTS=0.007717 Ry
  kappa(+10%)=3.4187 ratio=1.3186 1.1^S=1.2614
  kappa(-10%)=2.0846 ratio=0.8040 0.9^S=0.7736
  10% omega ~ barrier 0.000772 Ry = 10.50 meV; ln(1.1)/S = 3.91 %
T=700 K: kT=0.004434 Ry u=3.0831 theta=1.5415 sin=0.9996 cot=0.0293
  kappa=1.5422 Schroedinger=1.5422 Wigner=1.3961
  S=0.9549 u^2/12=0.7921 T/(T-Tc)=1.9634 kTS=0.004234 Ry
  kappa(+10%)=1.7090 ratio=1.1082 1.1^S=1.0953
  kappa(-10%)=1.4111 ratio=0.9150 0.9^S=0.9043
  10% omega ~ barrier 0.000423 Ry = 5.76 meV; ln(1.1)/S = 9.98 %
T=1000 K: kT=0.006334 Ry u=2.1582 theta=1.0791 sin=0.8815 cot=0.5356
  kappa=1.2241 Schroedinger=1.2241 Wigner=1.1941
  S=0.4221 u^2/12=0.3881 T/(T-Tc)=1.5232 kTS=0.002673 Ry
  kappa(+10%)=1.2801 ratio=1.0458 1.1^S=1.0410
  kappa(-10%)=1.1764 ratio=0.9610 0.9^S=0.9565
  10% omega ~ barrier 0.000267 Ry = 3.64 meV; ln(1.1)/S = 22.58 %
Finite barrier V0: cutoff parabola and Eckart (Schroedinger solution)
T=200.0 K: cutoff kappa=1.2818e+06 S=16.993 alpha(1-Tc/T)=-13.19
  Eckart kappa=3273.6 S=14.518 ratio +10%=4.073 -10%=0.226
T=300.0 K: cutoff kappa=105.32 S=12.872 alpha(1-Tc/T)=-2.67
  Eckart kappa=16.538 S=6.181 ratio +10%=1.897 -10%=0.555
T=343.5 K: cutoff kappa=18.387 S=9.104 alpha(1-Tc/T)=0.00
  Eckart kappa=7.4497 S=4.357 ratio +10%=1.578 -10%=0.662
T=400.0 K: cutoff kappa=5.8294 S=5.215 alpha(1-Tc/T)=2.60
  Eckart kappa=4.0935 S=2.975 ratio +10%=1.367 -10%=0.755
T=500.0 K: cutoff kappa=2.5858 S=2.385 alpha(1-Tc/T)=5.76
  Eckart kappa=2.3823 S=1.771 ratio +10%=1.204 -10%=0.845
T=700.0 K: cutoff kappa=1.5421 S=0.954 alpha(1-Tc/T)=9.36
  Eckart kappa=1.5512 S=0.871 ratio +10%=1.095 -10%=0.920
T=1000.0 K: cutoff kappa=1.2241 S=0.422 alpha(1-Tc/T)=12.07
  Eckart kappa=1.2478 S=0.435 ratio +10%=1.047 -10%=0.959
T=200 K: u=10.7908 E*=0.01356 Ry 2alpha(1-T/Tc)=15.361
T=300 K: u=7.1939 E*=0.03051 Ry 2alpha(1-T/Tc)=4.655
alpha=200, T=Tc/2: peak xi=0.2500 S=199.01 estimate=200.0
Eckart/parabola-1 at 450 K: alpha=2000 -3.044e-03, alpha=8000 -7.677e-04
all good
```
